\section*{The chemical potential and band count with Fermi--Dirac smearing, part 1}

(Sections cited here and not found follow in the second part.)

\section{The problem}

A metal in a plane-wave or tight-binding calculation is sampled at a finite set of $k$-points, and at each point a finite number of bands is computed. A sharp Fermi surface would make the occupations jump whenever a level crosses the Fermi energy, so the occupations are smeared with a Fermi--Dirac function of width $\sigma=k_BT$. The cell must still hold its $N_e$ electrons. This condition fixes the chemical potential $\mu$, on which the energy, the forces and the pressure all depend. Two questions follow: how $\mu$ is found reliably, whether it lies in a band or in a gap, and how many nearly empty bands must be computed before the missing ones stop mattering.

The algebra is in atomic units with $k_B=1$; numbers are in eV and \AA. The levels $\varepsilon_i$, with $i=(n,\mathbf k)$, are held fixed, and their weights $w_i>0$ include the spin factor $g=2$. With $M=\sum_i w_i$ and $0<N_e<M$, define
\begin{align}
x_i&=\frac{\varepsilon_i-\mu}{\sigma},\qquad f(x)=\frac{1}{1+e^{x}},\qquad N(\mu)=\sum_i w_i f(x_i),\\
R&=N-N_e,\qquad A=\sigma N'=\sum_i w_i f_i(1-f_i).
\end{align}
The form of $A$ follows from $df/dx=-e^x/(1+e^x)^2=-f(1-f)$ and $\partial x/\partial\mu=-1/\sigma$. The root of $R$ is $\mu^*$. A Newton step is $\mu\to\mu-R/N'=\mu-\sigma R/A$. Two dimensionless measures recur: the true error $u=|\mu-\mu^*|/\sigma$ and the computable step length $d=|R|/A$. Multiplying all $w_i$ and $N_e$ by one factor changes neither.

\section{Two tiny systems by hand}

\subsection{One half-filled level}

Take one level with $w=1$ and $N_e=1/2$, so that $\mu^*=\varepsilon$, and let $v=(\mu-\varepsilon)/\sigma$. Multiplying numerator and denominator of $f(-v)=1/(1+e^{-v})$ by $e^{v/2}$ gives
\begin{equation}
R=\frac{e^{v/2}}{2\cosh(v/2)}-\frac12=\frac12\tanh\frac v2,\qquad
A=\frac{e^{v/2}e^{-v/2}}{4\cosh^2(v/2)}=\frac{1}{4\cosh^2(v/2)} .
\end{equation}
Hence $R/A=2\sinh(v/2)\cosh(v/2)=\sinh v$, and Newton's map is $v'=v-\sinh v$. The new error $\sinh|v|-|v|$ exceeds the old one when $\sinh|v|>2|v|$, that is beyond $|v|=2.1773$. Since $\sinh|v|/|v|$ grows with $|v|$, an iterate past this point never returns. From $v=2.277$ the iterates are $-2.547$, $3.796$, $-18.461$. The slope $A$ decays exponentially away from the level while $|R|$ saturates at $1/2$, so the tangent overshoots.

\subsection{Two levels across a gap}

Take $\varepsilon_v=0$ with weight $m_v=2$, $\varepsilon_c=1$~eV with weight $m_c=6$, $N_e=2$ and $\sigma=0.01$~eV. Since $N_e=m_v$, the residual is electrons minus holes, $R=n-p$, with $n=m_cf(x_c)$ and $p=m_v[1-f(x_v)]=m_vf(-x_v)$. Well inside the gap both exponentials are tiny, and to leading order in them
\begin{equation}
n=m_ce^{-(\varepsilon_c-\mu)/\sigma},\qquad p=m_ve^{-(\mu-\varepsilon_v)/\sigma},\qquad A=n+p .
\end{equation}
Taking the logarithm of $n=p$ gives $\ln m_c-(\varepsilon_c-\mu)/\sigma=\ln m_v-(\mu-\varepsilon_v)/\sigma$, so
\begin{equation}
\mu^*=\frac{\varepsilon_v+\varepsilon_c}{2}+\frac\sigma2\ln\frac{m_v}{m_c}=0.5+0.005\ln\frac13=0.4945069~\text{eV}.
\end{equation}
With $v=(\mu-\mu^*)/\sigma$ one has $n\propto e^{v}$ and $p\propto e^{-v}$ with equal prefactors, so $R/A=\tanh v$ and $v'=v-\tanh v$. Far from the root each step moves $\mu$ by one $\sigma$. From $0.8$~eV the start is $v=30.55$; 29 steps bring it to about $1.56$ (the last few steps fall slightly short of one $\sigma$), and four more give about $0.65$, $0.08$, $1.5\times10^{-4}$ and $10^{-12}$. The count of 33 steps to reach $10^{-10}\sigma$ is the computed one.

Plain Newton thus diverges in the first system and crawls in the second. In both, $d$ is small only near the root, which makes it a candidate test for trusting the step.

\section{Occupations and entropy without overflow}

The expression $1/(1+e^x)$ overflows for large positive $x$. Let $t=e^{-|x|}\in(0,1]$. For $x\ge0$ multiply numerator and denominator by $e^{-x}=t$; for $x<0$ note $e^x=t$. Then
\begin{equation}
f=\frac{t}{1+t}\ \ (x\ge0),\qquad f=\frac{1}{1+t}\ \ (x<0),\qquad f(1-f)=\frac{t}{(1+t)^2}.
\end{equation}
No large number is formed and nothing is subtracted. The form $\tfrac12[1-\tanh(x/2)]$ does not overflow either, but it subtracts two numbers near 1 and returns exactly zero at $x=40$, where $f=4.2484\times10^{-18}$.

The entropy per state is $s=-f\ln f-(1-f)\ln(1-f)$. Evaluated as written at $x=-40$, $f$ rounds to 1 and the second term is $0\cdot\ln0$, which is not a number. Define the softplus function $\mathrm{sp}(y)=\ln(1+e^y)$, with $\mathrm{sp}'(y)=1/(1+e^{-y})=f(-y)$ and $\mathrm{sp}(y)=y+\mathrm{sp}(-y)$, the latter by factoring $e^y$ out of the logarithm. It is evaluated as $\max(y,0)+\ln(1+e^{-|y|})$. Since $\ln f=-\mathrm{sp}(x)$ and $\ln(1-f)=-\mathrm{sp}(-x)$,
\begin{align}
s&=f\,\mathrm{sp}(x)+(1-f)\,\mathrm{sp}(-x)=f\,[x+\mathrm{sp}(-x)]+(1-f)\,\mathrm{sp}(-x)\nonumber\\
&=\mathrm{sp}(-x)+xf(x).\label{eq:s}
\end{align}
The entropy is unchanged by $f\leftrightarrow1-f$, that is by $x\to-x$, so it may be evaluated at $|x|$:
\begin{equation}
s=\ln(1+t)+\frac{|x|\,t}{1+t}.
\end{equation}
Both terms are non-negative, and $\ln(1+t)$ is taken with the library function \texttt{log1p}, which is accurate for small $t$. At $x=40$, $s\simeq41t=1.7418\times10^{-16}$. Against the definitions in extended precision, the largest relative errors at 20 sample arguments are $1.2\times10^{-16}$ for $f$ and $2.0\times10^{-16}$ for $s$; a dense scan of $|x|\le45$ raises them to about $2.6\times10^{-16}$ and $3.4\times10^{-16}$, still of the order of the machine precision.

\section{The free energy and what depends on $\mu$}

Let $\Omega(\mu)=-\sigma\sum w\,\mathrm{sp}(-x)$, $E=\sum wf\varepsilon$ and $S=\sum ws$. The chain rule with $\mathrm{sp}'(-x)=f(x)$ and $\partial(-x)/\partial\mu=1/\sigma$, $\partial(-x)/\partial\varepsilon=-1/\sigma$, $\partial(-x)/\partial\sigma=x/\sigma$ gives
\begin{equation}
\frac{\partial\Omega}{\partial\mu}=-N,\qquad \frac{\partial\Omega}{\partial\varepsilon_i}=w_if_i,\qquad
\frac{\partial\Omega}{\partial\sigma}=-\sum w\,[\mathrm{sp}(-x)+xf]=-S .
\end{equation}
Inserting $\mathrm{sp}(-x)=s-xf$ from Eq.~\eqref{eq:s} gives $\Omega=-\sigma S+\sum wf(\varepsilon-\mu)=E-\sigma S-\mu N$. The function $G(\mu)=\Omega+\mu N_e$ has $G'=-R$ and $G''=-N'<0$, so it has its maximum at $\mu^*$:
\begin{equation}
F=\max_\mu\,[\Omega(\mu)+\mu N_e]=E-\sigma S\big|_{\mu^*}.\label{eq:F}
\end{equation}
Because $G'(\mu^*)=0$, the shift of $\mu^*$ drops out of first derivatives at fixed $N_e$: $\partial F/\partial\sigma=-S$, and for a parameter $\lambda$ such as an atomic position, $dF/d\lambda=\sum wf\,\partial_\lambda\varepsilon$, the band term of minus the force. An error in $\mu$ enters $G$ in second order. It enters $E-\sigma S=G+\mu R$ and the force sum in first order.

\section{The general algorithm}

\subsection{Bracket and bisection}

Since $A>0$, $N$ rises strictly from 0 to $M$, and the root is unique. Since $f$ decreases in $x$,
\begin{equation}
Mf\!\left(\frac{\varepsilon_{\max}-\mu}{\sigma}\right)\le N(\mu)\le Mf\!\left(\frac{\varepsilon_{\min}-\mu}{\sigma}\right).
\end{equation}
Let $\theta=N_e/M$ and $L=\ln[\theta/(1-\theta)]$, so that $f(-L)=1/[1+(1-\theta)/\theta]=\theta$. At $\mu=\varepsilon_{\min}+\sigma L$ the upper bound equals $N_e$, so $R\le0$; at $\mu=\varepsilon_{\max}+\sigma L$ the lower bound equals $N_e$, so $R\ge0$. Therefore
\begin{equation}
\mu^*\in[\varepsilon_{\min}+\sigma L,\ \varepsilon_{\max}+\sigma L],\qquad W=\varepsilon_{\max}-\varepsilon_{\min}.
\end{equation}
The $k$-th bisection point is the centre of an interval of width $W/2^{k-1}$ that contains the root, so its error is at most $W/2^k$.

\subsection{How fast the slope can change}

From $d[f(1-f)]/dx=(1-2f)\,df/dx=-f(1-f)(1-2f)$ and $\partial x/\partial\mu=-1/\sigma$,
\begin{equation}
N''=\frac{1}{\sigma^2}\sum wf(1-f)(1-2f).
\end{equation}
As $|1-2f|<1$, $|N''|\le N'/\sigma$, or $|d\ln A/d\mu|\le1/\sigma$. Integrating over a distance $y\ge0$ in either direction,
\begin{equation}
e^{-y/\sigma}\le A(\mu\pm y)/A(\mu)\le e^{y/\sigma}.\label{eq:slope}
\end{equation}
This holds for any spectrum, but it rests on the bounded logarithmic derivative of the kernel $f(1-f)$, which not every smearing shares. A Gaussian kernel has a logarithmic derivative that grows without limit in its tail, and Methfessel--Paxton occupations are not monotonic, so there even uniqueness can fail.

Since $R(\mu^*)=0$, $|R|=\sigma^{-1}\int_0^{\sigma u}A\,dy$, with $y$ running from $\mu$ towards $\mu^*$. Inserting Eq.~\eqref{eq:slope} and dividing by $A(\mu)$ gives $1-e^{-u}\le d\le e^u-1$. Solving each inequality for $u$,
\begin{equation}
\ln(1+d)\le u\le-\ln(1-d),\label{eq:cert}
\end{equation}
the upper bound requiring $d<1$. The computed step thus certifies the unknown error. The Newton step moves towards the root by $d$, so the new error is $u'=|u-d|$, with $u-d$ between $-(e^u-1-u)$ and $u-1+e^{-u}$. The first is the larger in size, since the difference of the magnitudes is $e^u-e^{-u}-2u=2(\sinh u-u)\ge0$. Hence
\begin{equation}
u'\le\phi(u)=e^u-1-u .
\end{equation}
The step is guaranteed to reduce the error when $\phi(u)<u$, that is for $u<u^*=1.2564$, the root of $e^u=1+2u$. The bound cannot be improved: for a nearly empty level $N\propto e^{\mu/\sigma}$, a start below the root has $N_e=Ne^u$ and $A\simeq N$, so $d=e^u-1$ and $u'=\phi(u)$. Near the root, with $e=\mu-\mu^*$, expanding $R=N'e+N''e^2/2$ and $N'(\mu)=N'+N''e$ gives $R/N'(\mu)=e-(N''/2N')e^2+O(e^3)$, so $e'=(N''/2N')e^2$ to leading order, with a constant below $1/2\sigma$ in size. In both tiny systems $N''$ vanishes at the root (in the gap, to leading order in the exponentials), and the convergence is cubic.

\subsection{The safeguard and its cost}

Start at the midpoint of the bracket and repeat:
\begin{enumerate}
\item Compute $R$ and $A$. Stop if $R=0$ or the bracket is narrower than the tolerance.
\item Replace the upper end of the bracket by $\mu$ if $R>0$, the lower end otherwise.
\item If $|R|>A/2$, move to the new midpoint.
\item Otherwise set $\mu\to\mu-\sigma R/A$, clipped to the bracket, and stop if $-\sigma\ln(1-d)$ is below the tolerance.
\end{enumerate}
The comparison $|R|>A/2$ needs no division, so an $A$ that has underflowed does no harm. Clipping moves a point towards an interval that contains the root and can only lower the error.

Acceptance means $d\le1/2$, so $u_0\le\ln2$ by Eq.~\eqref{eq:cert}. Then $u_1\le\phi(\ln2)=1-\ln2=0.307$, which is below $\ln1.5=0.4055$, so $d_1\le e^{u_1}-1<1/2$ and the next step is accepted too. As $\phi$ is increasing, the errors are bounded by the chain $u_j\le\phi^j(\ln2)$:
\begin{equation}
0.693,\quad0.307,\quad0.0523,\quad1.39\times10^{-3},\quad9.68\times10^{-7},\quad4.69\times10^{-13}.
\end{equation}
Conversely, any point with $u\le\ln1.5$ is accepted, and the $k$-th midpoint satisfies this once $W/2^k\le\sigma\ln1.5$. For a tolerance of $10^{-10}\sigma$ the certificate, at most $-\ln(2-e^{u_j})\simeq u_j$, is met by $j=5$. In exact arithmetic the number of evaluations is therefore at most
\begin{equation}
\max\Big(1,\left\lceil\log_2\frac{W}{\sigma\ln1.5}\right\rceil\Big)+5 .\label{eq:cost}
\end{equation}
The bound was tested on 40 random spectra with and without gaps and left a margin of at least 3 evaluations there; other spectra can come closer to it.

For the two-level system $\theta=2/8$, $L=\ln(1/3)$ and $W=100\sigma$, so the bound is $\lceil\log_2246.6\rceil+5=13$. The first midpoint is $0.5+\sigma L$, at $v=L/2=-0.549$, where $d=\tanh(\tfrac12\ln3)=1/2$: a tie, decided by rounding. If the point is rejected, the midpoints run through $v=24.45$, $11.95$, $5.70$, $2.58$, $1.01$ and $0.232$; the last is accepted, and Newton continues with $0.004$, $2\times10^{-8}$ and the final point. That is 10 evaluations, the computed count. The bound does not depend on how such ties fall, since it relies only on acceptance at $u\le\ln1.5$.

\subsection{Rounding in a gap}

Let $\epsilon=2^{-52}$ be the spacing of doubles above 1. In the direct sum $m_vf_v+m_cf_c$ of the two-level system, $1+t$ rounds to 1 once $t\le\epsilon/2$, that is for $\mu\ge\sigma\ln(2/\epsilon)=0.3674$~eV. The spacing above 2 is $2\epsilon$, so $2+6t$ rounds to 2 once $6t\le\epsilon$, that is for $\mu\le1-\sigma\ln(6/\epsilon)=0.6216$~eV. A scan finds the direct residual zero on exactly this window, of predicted width $0.2543$~eV. The cure generalises $R=n-p$. With integer multiplicities $m_i$ ($g$ times the number of equivalent $k$-points), the target $N_eN_k$ and $p_i=t_i/(1+t_i)$,
\begin{equation}
R=\Big(\sum_{x_i<0}m_i-N_eN_k\Big)+\sum_{x_i\ge0}m_ip_i-\sum_{x_i<0}m_ip_i .
\end{equation}
The count in parentheses is exact. Since $1+t\le2$, $p\le2t/(1+t)^2$ and $\sum mp\le2A$, so the rounding of the two sums is a multiple of $\epsilon A$ rather than of $\epsilon N_eN_k$. Rounding in $x_i$ acts like a shift of $u$ of order $\epsilon\max|\varepsilon_i|/\sigma$. The tolerance, in units of $\sigma$, must be kept above this level; below it the stopping tests may never be met and the loop need not end, as happens for levels near 10~eV with $\sigma=10^{-6}$~eV and a tolerance of $10^{-10}\sigma$. The solver returns $\mu=0.4945069386$~eV, in agreement with the hand value. If the gap is so wide that all $t_i$ underflow over part of it, $R=0$ as soon as an iterate lands in that part; the occupations are then right although $\mu$ is only located inside the gap.

Bisection combined with Newton steps taken only when $|R|\le A/2$ finds $\mu$ in a band or in a gap, with a computable error bound and, in exact arithmetic, a bounded number of evaluations, provided the tolerance stays above the rounding level. It remains to try the solver on a metal and to determine how many nearly empty bands must be computed.
